# Contact end resistance: separating interface resistivity from sheet resistance beneath metal

**Q.** I measure total resistance against channel length, extrapolate to zero length, and halve the intercept. That gives me the contact resistance. What is missing?

**A.** The separation of its two causes. Current entering a top contact meets the sheet beneath the metal and the interface between sheet and metal. Your intercept is one number, and those are two unknowns.

Take a metal strip of length $L$ along the current and width $W$ across it, on a two-dimensional sheet of the same width. Let $R_k$ be the sheet resistance beneath the metal, in ohms per square, and $\rho$ the interface resistivity, in ohm times area. Both are uniform. The open channel has sheet resistance $R_s$, which may differ from $R_k$ because the metal can change both carrier density and mobility.

I use engineering units, steady linear response and diffusive transport. The metal is an equipotential, taken as zero. $V(x)$ is the sheet's electrochemical potential divided by the carrier charge, which is what a voltmeter compares. $J(x)$ is the total sheet current towards positive $x$. The front edge is $x=0$, where current $I$ enters, and the far edge is $x=L$.

**Q.** Write down the balance, with signs.

**A.** A sheet slice of length $dx$ has resistance $R_k\,dx/W$, and potential falls along the current:
$$\frac{dV}{dx}=-\frac{R_k}{W}J .$$
The interface above the slice has area $W\,dx$ and passes current $VW\,dx/\rho$ into the metal. The sheet loses that current:
$$\frac{dJ}{dx}=-\frac{W}{\rho}V .$$
Differentiate the first equation and insert the second. The two minus signs cancel, as does $W$:
$$\frac{d^2V}{dx^2}=-\frac{R_k}{W}\frac{dJ}{dx}=\frac{R_k}{\rho}V=\frac{V}{L_T^2},\qquad L_T=\sqrt{\rho/R_k}.$$
The transfer length $L_T$ sets the scale on which current leaves the sheet.

**Q.** The far edge is unbiased, so you now set $V(L)=0$.

**A.** No. Unbiased here means that nothing drives or drains that edge. It floats, so $J(L)=0$. Setting $V(L)=0$ would describe a sheet shorted to the metal at its far edge, and there would be no end voltage to measure.

Measure distance from the far edge, so that this condition is simple:
$$V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.$$
From $J=-(W/R_k)\,dV/dx$, and because differentiating $L-x$ gives another minus sign,
$$J=\frac{W}{R_kL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].$$
At $x=L$ the hyperbolic sine vanishes and the cosine is one, so $J(L)=0$ requires $B=0$. With $u=L/L_T$, the condition $J(0)=I$ gives
$$A=\frac{I R_kL_T}{W\sinh u}=\frac{IZ}{\sinh u},\qquad Z=\frac{\sqrt{\rho R_k}}{W},$$
since $R_kL_T=\sqrt{\rho R_k}$. Therefore
$$V(x)=IZ\,\frac{\cosh[(L-x)/L_T]}{\sinh u},\qquad J(x)=I\,\frac{\sinh[(L-x)/L_T]}{\sinh u}.$$

**Q.** So what are the resistances at the two edges?

**A.** Divide each edge potential by the entering current:
$$R_f=\frac{V(0)}{I}=Z\coth u,\qquad R_e=\frac{V(L)}{I}=\frac{Z}{\sinh u}.$$
$R_f$ is the front resistance, your half-intercept. $R_e$ is the contact end resistance. It is a transfer resistance: the voltage is read where no sheet current flows.

**Q.** That edge is buried under metal. How can a voltmeter reach it?

**A.** Put three contacts in a row and drive current from metal 1 to metal 2. Leave metal 3, beyond the far edge of contact 2, connected only to an ideal voltmeter. No current flows in the channel between 2 and 3, so that channel is at the far-edge potential of contact 2. Beneath contact 3 the sheet current vanishes at both edges. The line equation then allows only zero potential difference between sheet and metal there, so metal 3 takes the sheet's potential. Hence
$$R_e=\frac{V_3-V_2}{I}.$$
Use separate current and voltage leads on metal 2, so that its lead resistance stays out of the reading.

**Q.** Suppose I have only the three pairwise resistances.

**A.** They suffice. First find the voltage across a floating middle contact when current passes beneath it. Let $i_0$ and $i_L$ be currents entering its sheet at the two edges. The equations are linear and the contact is mirror symmetric, so
$$V(0)=R_fi_0+R_ei_L,\qquad V(L)=R_ei_0+R_fi_L .$$
A through current has $i_0=I$ and $i_L=-I$. The net current into the metal is zero, as floating requires, and
$$V(0)-V(L)=2I(R_f-R_e).$$
Let $c_{12}$ and $c_{23}$ be the open-channel resistances. For identical contacts,
$$R_{12}=2R_f+c_{12},\qquad R_{23}=2R_f+c_{23},$$
$$R_{13}=2R_f+c_{12}+c_{23}+2(R_f-R_e).$$
Subtracting, the channels and all front resistances cancel:
$$\frac{R_{12}+R_{23}-R_{13}}{2}=R_e .$$
The price is a small difference of large numbers, so the direct voltage reading is preferable when a third probe is available.

**Q.** I accept two readings. Why should they fix both parameters uniquely?

**A.** Their ratio removes $Z$:
$$\frac{R_f}{R_e}=\frac{\cosh u/\sinh u}{1/\sinh u}=\cosh u .$$
For $u>0$ the hyperbolic cosine rises steadily from one, so any $R_f>R_e>0$ gives one $u$. The difference of squares removes $u$:
$$R_f^2-R_e^2=Z^2\,\frac{\cosh^2u-1}{\sinh^2u}=Z^2 .$$
Now $WZ=\sqrt{\rho R_k}$ and $L/u=\sqrt{\rho/R_k}$. Their product is $\rho$ and their quotient is $R_k$:
$$\rho=\frac{WZL}{u},\qquad R_k=\frac{WZu}{L},$$
$$u=\operatorname{arcosh}\frac{R_f}{R_e},\qquad Z=\sqrt{R_f^2-R_e^2}.$$
The value of $R_s$ does not enter, though the extrapolation to zero length needs it to be the same in every gap. If the readings give $R_f\le R_e$, no positive pair fits: either the reading errors are too large or the model does not apply.

**Q.** Show me numbers, starting from something that could be measured.

**A.** Take parameters in the rough regime of monolayer MoS$_2$ at 300 K. The channel has $10^{13}$ carriers per cm$^2$ and mobility 30 cm$^2$/Vs. Beneath the metal I choose $1.5\times10^{13}$ cm$^{-2}$ and 15 cm$^2$/Vs. From $1/(en\mu)$, $R_s=20805$ and $R_k=27740$ ohm per square. Let $\rho=2\times10^{-6}$ ohm cm$^2$, $L=150$ nm, $W=1$ µm and $I=1$ µA.

The readings come from a resistor network of three complete contacts, each cut into 400 sheet cells. It applies Ohm's law and current conservation cell by cell, without the hyperbolic solution. For gaps of 200, 400 and 800 nm it gives 9155.4, 13316.4 and 21638.4 ohm. The slope is
$$\frac{21638.4-9155.4}{600}=20.805\ \text{ohm/nm},$$
which is $R_s/W$. The half-intercept is
$$R_f=\frac{9155.4-200\times20.805}{2}=2497.2\ \text{ohm}.$$
The voltage on metal 3 gives $R_e=829.4$ ohm. With gaps of 200 and 400 nm on either side of the middle contact, the pairwise route gives the same value:
$$\frac{9155.4+13316.4-20813.0}{2}=829.4\ \text{ohm}.$$
A 1% error in $R_{13}$ alone, 208 ohm, would shift this by 104 ohm, about 13% of $R_e$.

Now invert. The ratio is 3.0108, so
$$u=\ln\left(3.0108+\sqrt{3.0108^2-1}\right)=1.767,$$
$$L_T=\frac{150}{1.767}=84.9\ \text{nm},\qquad Z=\sqrt{2497.2^2-829.4^2}=2355\ \text{ohm}.$$
With lengths in centimetres,
$$\rho=10^{-4}\times2355\times8.49\times10^{-6}=2.00\times10^{-6}\ \text{ohm cm}^2 .$$
With lengths in nanometres,
$$R_k=\frac{1000\times2355}{84.9}=2.774\times10^4\ \text{ohm per square}.$$
In SI units the interface resistivity is $2.00\times10^{-10}$ ohm m$^2$. Both chosen parameters are recovered.

**Q.** I could have set $R_k=R_s$ and used the intercept alone. Would it matter?

**A.** Here it would. If the contact is also taken as long, then $\coth u=1$ and the inferred transfer length is
$$\frac{R_fW}{R_s}=L_T\frac{R_k}{R_s}\coth u=120\ \text{nm}$$
instead of 85 nm. The inferred interface resistivity is
$$\frac{(R_fW)^2}{R_s}=\rho\,\frac{R_k}{R_s}\coth^2u=3.00\times10^{-6}\ \text{ohm cm}^2,$$
50% above the true value. The numerical output labels these two estimates "usual". The factor $R_k/R_s=1.333$ comes from the sheet assumption, and $\coth^2u=1.124$ from the finite length.

**Q.** Then keep the finite length, but still assume equal sheets.

**A.** Solving $R_f=Z\coth u$ with $R_k$ replaced by $R_s$ gives $\rho=2.36\times10^{-6}$ ohm cm$^2$, still 18% high. It reproduces the front resistance but predicts $R_e=1152$ ohm, against 829 ohm. The end reading rejects the assumption; the front reading cannot.

This is not special to the example. For any chosen $R_k>0$, $R_f$ tends to zero as $\rho\to0$ and grows without bound as $\rho\to\infty$. By continuity, some $\rho$ matches the measured $R_f$. The front resistance therefore permits a whole curve of parameter pairs.

**Q.** What does each reading sense physically? The hyperbolic functions hide it.

**A.** Look first at a short contact, $u\ll1$. There $\coth u\simeq1/u+u/3$ and $1/\sinh u\simeq1/u-u/6$. Since $Z/u=\rho/(WL)$ and $Zu=R_kL/W$,
$$R_f\simeq\frac{\rho}{WL}+\frac{R_kL}{3W},\qquad R_e\simeq\frac{\rho}{WL}-\frac{R_kL}{6W}.$$
To leading order both readings are the resistance of the whole interface. Their difference is
$$R_f-R_e\simeq\frac{R_kL}{2W}.$$
It contains the sheet. The factor one half arises because the sheet current falls almost linearly from $I$ to zero, so its average is $I/2$.

For a long contact, $u\gg1$,
$$R_f\simeq Z,\qquad R_e\simeq2Ze^{-u}.$$
The front sees the product $\rho R_k$ and no longer senses the length. The small end voltage carries the other combination, $\rho/R_k$, through the exponential.

**Q.** An exponentially small voltage sounds useless, and a difference of nearly equal readings sounds no better. How do errors propagate?

**A.** Hold $L$ and $W$ fixed, and let $a=\delta\ln R_f$ and $b=\delta\ln R_e$ be small relative errors. Differentiating $\cosh u=R_f/R_e$ gives
$$\sinh u\,\delta u=\cosh u\,(a-b),\qquad \delta u=\coth u\,(a-b).$$
Differentiating $Z^2=R_f^2-R_e^2$ and dividing by $2Z^2$ gives
$$\delta\ln Z=\frac{R_f^2a-R_e^2b}{Z^2}=\coth^2u\,a-\frac{b}{\sinh^2u}.$$
Since $\rho\propto Z/u$ and $R_k\propto Zu$, subtract or add $\delta u/u$:
$$\delta\ln\rho=\left(\coth^2u-\frac{\coth u}{u}\right)a+\left(\frac{\coth u}{u}-\frac1{\sinh^2u}\right)b,$$
$$\delta\ln R_k=\left(\coth^2u+\frac{\coth u}{u}\right)a-\left(\frac1{\sinh^2u}+\frac{\coth u}{u}\right)b.$$
In each line the coefficients add to one, because $\coth^2u-1/\sinh^2u=1$. A shared gain error thus passes straight into both results and leaves $L_T$ unchanged.

For small $u$ the two coefficients of $\delta\ln R_k$ approach $+2/u^2$ and $-2/u^2$. Independent errors are strongly amplified. Those of $\delta\ln\rho$ approach $1/3$ and $2/3$, so the interface resistivity remains well determined. In the example,
$$\delta\ln\rho=0.524a+0.476b,\qquad \delta\ln R_k=1.724a-0.724b .$$

**Q.** Which contact length should I make?

**A.** That depends on the voltmeter. Assume independent errors of 2% in each reading, plus an independent 1 µV uncertainty in the end voltage. At 1 µA the latter is 1 ohm. The 2% in $R_f$ asks for good data, because $R_f$ is extrapolated: for the three gaps above, independent 1% errors in the total resistances already give 3.1% with an unweighted straight-line fit, and 2.8% with the two-point slope used above. Holding $\rho$, $R_k$, $W$ and $I$ fixed gives these relative errors:

| $L$ (nm) | $R_e$ (ohm) | error in $\rho$ | error in $R_k$ |
|---|---|---|---|
| 30 | 6530 | 1.5% | 47% |
| 75 | 2349 | 1.4% | 8.9% |
| 150 | 829 | 1.4% | 3.7% |
| 300 | 138 | 1.6% | 2.6% |
| 600 | 4.0 | 3.9% | 4.2% |

At 30 nm, $R_f-R_e$ is 412 ohm, while the 2% errors are 139 and 131 ohm. Their root sum square is 191 ohm, nearly half the difference. The linear error formula is then only a warning of poor resolution.

At 600 nm the voltage uncertainty is 25% of $R_e$, yet $R_k$ is uncertain by only 4.2%. The reason is that $u$ depends nearly logarithmically on $R_e$, so a relative end error enters $R_k$ with weight close to $1/u$, here about 0.14. Of these five lengths, 300 nm gives the smallest error in $R_k$. A lower current or a noisier meter favours shorter contacts.

**Q.** You assumed that $L$ is known. Lithography is not perfect.

**A.** At fixed readings, $u$ and $Z$ are fixed, so $\rho\propto L$ and $R_k\propto1/L$. Reading a 150 nm contact as 155 nm raises $\rho$ by 3.3% and lowers $R_k$ by 3.2%. This is comparable with the electrical errors above.

The readings stay fixed only if the gaps are known separately. If the pitch is right and every contact is read 5 nm too long, every gap is read 5 nm too short. The half-intercept then rises by $5\times20.805/2=52$ ohm, so $a=2.1\%$. By the error formulas this adds about 1.1% to $\rho$ and 3.6% to $R_k$. In total $\rho$ is about 4.4% too high, while the two shifts of $R_k$ nearly cancel. Both the contact length and the gaps deserve their own measurement.

**Q.** Current may also enter through the metal's edge. Does that spoil the method?

**A.** It biases it. Represent extra injection by a conductance $g=\lambda W/\rho$ at each edge, as if a further interface length $\lambda$ were concentrated there. The edge resistance matrix $M$, with $R_f$ on its diagonal and $R_e$ off it, becomes
$$M'=(M^{-1}+g\mathbf 1)^{-1}\simeq M-gM^2 .$$
Multiplying out $M^2$ gives
$$\delta R_f\simeq-g(R_f^2+R_e^2),\qquad \delta R_e\simeq-2gR_fR_e .$$
For $\lambda=2$ nm, $g=10^{-5}$ siemens, so $a\simeq-2.8\%$ and $b\simeq-5.0\%$. The error formulas then predict shifts of about $-3.8\%$ in $\rho$ and $-1.2\%$ in $R_k$. Inverting the full matrix gives $-3.70\%$ and $-1.15\%$. The value of $\lambda$ is an assumption, chosen to size the effect.

**Q.** Metal contacts to semiconductors often have barriers. Why trust a constant $\rho$?

**A.** Trust it only at small bias, and check by changing the current. At 1 µA the front voltage is 2.5 mV, about a tenth of $k_BT/e=25.9$ mV. As an illustration, replace the linear interface by
$$j=\frac{k_BT}{e\rho}\sinh\frac{eV}{k_BT},$$
which has the same slope at zero bias. Solving the line with this law and analysing the result as if it were linear shifts $\rho$ by $-0.06\%$ and $R_k$ by $-0.03\%$. At 10 µA the shifts are $-5.3\%$ and $-2.4\%$. This law is odd in voltage. An asymmetric interface can have a correction already linear in current, so the current should be reversed as well as reduced.

Changing the current does not expose a resistance in series at the contact edge, such as a lateral barrier or a depleted strip of channel beside the metal, because at small bias it is linear too. It adds wholly to the half-intercept and leaves $R_e$ unchanged. An assumed 100 ohm µm gives $a=4.0\%$, so by the error formulas $\rho$ comes out 2.1% and $R_k$ 6.9% too high. The half-intercept equals $Z\coth u$ only when such a term is negligible.

**Q.** And the other idealisations?

**A.** For these inputs the estimates are small:

- A metal film of 1 ohm per square drops at most 0.15 ohm times the current along the contact length, or 0.02% of $R_e$. The middle metal is usually fed from the side, however, across $W/L=6.7$ squares. With current collected evenly across the width, the drop is 3.3 ohm times the current. $R_e$ then reads about 0.3% high if the voltage lead is at the current end and about 0.1% low if it is at the opposite end. For the 600 nm contact, where $R_e$ is only 4 ohm, the shift is roughly 10%, which the table above leaves out.
- Treating the sheet and metal as a capacitor with a 0.3 nm vacuum gap, the front voltage changes the carrier density by at most 0.3%.
- With an effective mass of half the electron mass, the mean free path is roughly 1 nm, far below $L_T$, so ballistic flow along the contact is not a concern. The path is also shorter than the inverse Fermi wavevector, about 1.5 nm, so simple band transport is doubtful here. $R_k$ is best read as an empirical local sheet resistance.
- The zero-temperature ballistic limit is about 18 ohm µm per contact, 0.7% of $R_fW$. At 300 K it is a size estimate, since the channel's Fermi energy, about 24 meV for the same mass, is slightly below $k_BT$.
- Heating averaged over the contact is about 1 mK, and a few times more at the front edge, for an assumed interface thermal conductance of 15 MW/(m$^2$ K).

**Q.** How close is this example to a real MoS$_2$ device?

**A.** The model's front resistance is $R_fW=2.5$ kilo-ohm µm. Roughly, good contacts to monolayer MoS$_2$ reach below 1 kilo-ohm µm and poor ones lie at tens or more, so the example is an ordinary case, not a record. The densities and mobilities are also plausible round values, but those beneath the metal vary with the metal, its deposition and the gate voltage. The assumption I would doubt first is uniformity: residues, damage or patchy adhesion can make $\rho$ and $R_k$ vary along the contact. I have not sized that effect. The edge-injection estimate shows that even 2 nm of extra interface at each edge moves $\rho$ by about 4%.

**Q.** Then how would I discover that the model has failed? Two readings always seem to give two parameters.

**A.** Any pair with $R_f>R_e$ does, so one contact length cannot test the model. Make contacts of two lengths in the same process and measure both readings on each, at the same gate voltage and temperature. Four readings must then fit one $\rho$ and one $R_k$. Disagreement beyond the propagated errors means that an assumption has failed or that the contacts differ. Agreement does not prove the model, since a small effect such as the edge injection or the series edge resistance above can hide within those errors, for instance with lengths of 150 and 300 nm.

The end reading is protected against differences between contacts. Even if the outer contacts differ from the middle one, their front resistances cancel from $R_{12}+R_{23}-R_{13}$, leaving twice the middle contact's $R_e$. By reciprocity this holds even if the middle contact is not uniform; uniformity is needed only to turn the readings into one $\rho$ and one $R_k$. The gap series has no such protection: its intercept mixes the front resistances of different contacts. A mismatch there enters as the error $a$, which for the 150 nm contact is multiplied by 1.7 in $R_k$. The numerical output below gives the values used here.

## Calculated quantities

```
temperature 300 K, L 150 nm, W 1 um, I 1 uA
channel: n 1.00e+13 cm^-2, mu 30 cm2/Vs
beneath metal: n 1.50e+13 cm^-2, mu 15 cm2/Vs
channel sheet resistance R_s 20805 ohm/sq
covered sheet resistance R_k 27740 ohm/sq
interface resistivity rho 2.000e-06 ohm cm2
transfer length L_T 84.91 nm, u = L/L_T 1.7666
Z 2355.4 ohm
formula: R_f 2497.2 ohm, R_e 829.4 ohm, ratio 3.0108
front voltage 2.497 mV, end voltage 0.829 mV
network: gap 200 nm, R 9155.4 ohm
network: gap 400 nm, R 13316.4 ohm
network: gap 800 nm, R 21638.4 ohm
network: R_f 2497.2 ohm, R_e 829.4 ohm
gaps 200 and 400 nm: R12 9155.4, R23 13316.4, R13 20813.0 ohm
R_e from these three 829.4 ohm
drop beneath floating contact / I 3335.6 ohm
recovered rho 2.0000e-06 ohm cm2, R_k 27740 ohm/sq
usual intercept length 120.03 nm
usual rho 2.997e-06 ohm cm2, ratio to true 1.499
same R_f with R_k=R_s: rho 2.359e-06 ohm cm2, R_e 1152.2 ohm
dln rho = 0.524 dln R_f + 0.476 dln R_e
dln R_k = 1.724 dln R_f + (-0.724) dln R_e
assumed errors: 2 % each reading, 1 uV floor on end voltage
L 30 nm: R_f 6941.8, R_e 6529.96 ohm; error rho 1.5 %, R_k 46.8 %
L 75 nm: R_f 3326.6, R_e 2349.07 ohm; error rho 1.4 %, R_k 8.9 %
L 150 nm: R_f 2497.2, R_e 829.40 ohm; error rho 1.4 %, R_k 3.7 %
L 300 nm: R_f 2359.4, R_e 137.74 ohm; error rho 1.6 %, R_k 2.6 %
L 600 nm: R_f 2355.4, R_e 4.02 ohm; error rho 3.9 %, R_k 4.2 %
neglected effects (shift of extracted rho, R_k in %):
sinh interface at 1 uA: -0.060, -0.026
sinh interface at 10 uA: -5.26, -2.39
edge injection, 2 nm per edge: -3.70, -1.15
contact length read 5 nm too long: 3.33, -3.23
metal 1 ohm/sq: drop/I up to 0.15 ohm, 0.018 % of R_e
thermal voltage kT/e 25.85 mV
induced density, 0.3 nm gap: up to 0.31 % of n
mass 0.5 m_e: Fermi energy 35.9 meV, free path 0.89 nm
ballistic floor per contact 18.1 ohm um, 0.72 % of R_f W
heating 1.11 mK at 15 MW/(m2 K)
```
